# RPA forces in PAW from effective and energy-weighted density matrices

## First derivation: varying the Green's function

In a one-dimensional model molecule with two ions and four electrons, described with a small basis, the force on the ion of smaller charge in the random phase approximation (RPA) is $-0.146$ eV/Å, directed toward the other ion. If the electron density is not allowed to respond when the Kohn-Sham Hamiltonian is differentiated, the same formula gives $+0.493$ eV/Å, directed away from it. A density response would drop out of the force if the energy were stationary with respect to changes of the Kohn-Sham potential, which move both the orbitals and the orbital energies. The RPA energy, evaluated with Kohn-Sham orbitals and energies, is not stationary in this sense, and its force must say how both move.

**Representation.** Let $\chi_\mu$ be real pseudo-basis functions that do not depend on the nuclear coordinate $R$. The projector augmented-wave (PAW) transformation
$$T=1+\sum_i\big(|\phi_i\rangle-|\tilde\phi_i\rangle\big)\langle p_i|$$
replaces smooth partial waves $\tilde\phi_i$ near the nuclei by all-electron partial waves $\phi_i$, with projectors $p_i$. These functions travel with the atoms, so $T$ depends on $R$. Write $Y_\mu(\mathbf r)=\langle\mathbf r|T|\chi_\mu\rangle$, and treat $Y$ as a matrix with a position index and a basis index. The overlap and Kohn-Sham matrices are
$$S=Y^TY,\qquad H=Y^Th\,Y,\qquad h=t+v_{\rm ion}+v_{\rm Hxc}[n],$$
where $t$ is the kinetic energy and $v_{\rm Hxc}$ the Hartree plus local exchange-correlation potential. The eigenvectors $C$ satisfy $C^TSC=1$ and $C^THC=\varepsilon$, and the orbitals are $\psi_p=Yc_p$.

The system is closed-shell, with a gap and fixed occupations: $f_p=1$ for occupied orbitals $i,j$ and $f_p=0$ for empty orbitals $a,b$. Factors of 2 for spin are written out. Frequencies enter as energies $u=\hbar\omega$ and $\nu$, and $z=\mu+iu$ with $\mu$ in the gap. Define
$$G(u)=(zS-H)^{-1}=C(z-\varepsilon)^{-1}C^T,\qquad g=YGY^T.$$
The second form of $G$ follows from $zS-H=C^{-T}(z-\varepsilon)C^{-1}$. Both $G$ and $g$ are symmetric.

**The energy.** The quantity to be differentiated is $E=E_{\rm HF}+E_c$. The first part is the Hartree-Fock energy of the Kohn-Sham orbitals. With $D=2\sum_ic_ic_i^T$, $P=YDY^T$ and $n(1)=P(1,1)$,
$$E_{\rm HF}={\rm Tr}[P(t+v_{\rm ion})]+\tfrac12\!\int\! n\,v\,n-\tfrac14\!\int\! P(1,2)^2v(1,2)+E_{\rm II}.$$
Here 1 and 2 stand for positions, $v=e^2/(4\pi\varepsilon_0|\mathbf r_1-\mathbf r_2|)$, and $E_{\rm II}$ is the ion-ion energy. The direct-RPA correlation energy is defined by
$$E_c=\frac1{4\pi}\int_{-\infty}^{\infty}\!d\nu\,{\rm Tr}\big[\ln(1-\chi_0v)+\chi_0v\big],$$
$$\chi_0(1,2;\nu)=\frac1\pi\int_{-\infty}^{\infty}\!du\;g(1,2;u+\nu)\,g(2,1;u).$$
The prefactor $1/\pi$ is the spin factor 2 times $1/2\pi$.

The $u$ integral can be done by residues. For orbitals $p$ and $q$ with $\alpha=\varepsilon_p-\mu$ and $\beta=\varepsilon_q-\mu$, the integrand $[(iu+i\nu-\alpha)(iu-\beta)]^{-1}$ has poles at $u=-\nu-i\alpha$ and $u=-i\beta$. If both orbitals are occupied or both empty, the poles lie on one side of the real axis. The contour is closed on the other side and gives zero. If $p$ is empty and $q$ occupied, closing above gives $2\pi/(\beta-\alpha+i\nu)$. If $p$ is occupied and $q$ empty, it gives $2\pi/(\alpha-\beta-i\nu)$. With $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and the prefactor $1/\pi$ of $\chi_0$ included, the two cases add to
$$-2\left[\frac1{\Delta_{ia}-i\nu}+\frac1{\Delta_{ia}+i\nu}\right]=-\frac{4\Delta_{ia}}{\Delta_{ia}^2+\nu^2},$$
and therefore
$$\chi_0(1,2;\nu)=-\sum_{ia}\frac{4\Delta_{ia}}{\Delta_{ia}^2+\nu^2}\,q_{ia}(1)q_{ia}(2),\qquad q_{ia}=\psi_i\psi_a.\tag{1}$$
This function is even in $\nu$, symmetric in 1 and 2, and independent of where $\mu$ lies in the gap.

**Varying the correlation energy.** The Coulomb interaction $v$ does not depend on $R$. Under the trace,
$$\delta\,{\rm Tr}\ln(1-\chi_0v)=-{\rm Tr}[(1-\chi_0v)^{-1}\delta\chi_0\,v]=-{\rm Tr}[W\delta\chi_0],$$
where $W=v(1-\chi_0v)^{-1}$ is the screened interaction. The term $+\chi_0v$ contributes ${\rm Tr}[v\,\delta\chi_0]$. With $W_c=W-v$,
$$\delta E_c=-\frac1{4\pi}\int d\nu\,{\rm Tr}[W_c(\nu)\,\delta\chi_0(\nu)].$$

The variation of $\chi_0$ has two terms, one for each factor $g$. In the term containing $\delta g(1,2;u+\nu)\,g(2,1;u)$, replace $u$ by $u-\nu$ and then $\nu$ by $-\nu$. Because $W_c$ is even in $\nu$, the term becomes $\delta g(1,2;u)\,g(2,1;u+\nu)$. In the other term, exchanging the labels 1 and 2 gives the same expression, because $W_c$ is symmetric. The two terms are equal, so
$$\delta E_c=-\frac1{2\pi^2}\int\! d\nu\,du\!\int\! d1\,d2\;W_c(2,1;\nu)\,g(2,1;u+\nu)\,\delta g(1,2;u).$$
Define the correlation self-energy of the GW approximation,
$$\Sigma_c(2,1;u)=-\frac1{2\pi}\int d\nu\;g(2,1;u+\nu)\,W_c(2,1;\nu).\tag{2}$$
Then
$$\delta E_c=\frac1\pi\int du\,{\rm Tr}[\Sigma_c(u)\,\delta g(u)].\tag{3}$$
The GW self-energy has not been put in by hand: it is what remains of the RPA energy when one Green's function line is varied.

**Varying the mean-field energy.** At fixed $P$, the ions enter through $v_{\rm ion}$ and $E_{\rm II}$. Varying $P$ gives the Fock operator:
$$\delta E_{\rm HF}=\int n\,\delta v_{\rm ion}+\delta E_{\rm II}+{\rm Tr}[F\,\delta P],$$
$$F(1,2)=\big[t+v_{\rm ion}+v_{\rm H}\big](1,2)-\tfrac12P(1,2)v(1,2).$$
The coefficient $-\frac12$ comes from differentiating $-\frac14P^2v$.

To bring this to the form of equation (3), write
$$D=\frac1\pi\int du\,e^{iu\eta}\,G(u),\qquad\eta\to0^+.$$
The factor $e^{iu\eta}$ requires closing the contour above, where $1/(\mu-\varepsilon_p+iu)$ has its pole if $\varepsilon_p<\mu$. The integral of that fraction is then $2\pi$, and it is zero for an empty orbital. Hence ${\rm Tr}[F\delta P]$ has the form (3), with the static operator $F$ in place of $\Sigma_c$ and with the convergence factor. The factor can be kept in the correlation part too, where the integrand decays as $u^{-2}$ and the factor has no effect in the limit. With $\Sigma=F+\Sigma_c$,
$$\delta E=\int n\,\delta v_{\rm ion}+\delta E_{\rm II}+\frac1\pi\int du\,e^{iu\eta}\,{\rm Tr}[\Sigma\,\delta g].\tag{4}$$

**Separating PAW motion from electronic change.** Since $g=YGY^T$,
$$\delta g=\delta Y\,G\,Y^T+Y\,G\,\delta Y^T+Y\,\delta G\,Y^T.$$
The first two terms describe partial waves and projectors moving at fixed $G$. Each is the transpose of the other, and $\Sigma$ is symmetric, so they contribute equally. With an overdot for $d/dR$, they give the augmentation term
$$A=\frac2\pi\int du\,e^{iu\eta}\,{\rm Tr}\big[Y^T\Sigma\,\dot Y\,G\big].\tag{5}$$

For the third term, vary $G(zS-H)=1$, allowing $\mu$ to move as well:
$$\delta G=-G\,\delta(zS-H)\,G=G(\delta H-z\,\delta S-\delta\mu\,S)G.\tag{6}$$
Insert this in equation (4), write $\bar\Sigma=Y^T\Sigma Y$, and use the cyclic property of the trace. Two matrices appear:
$$\gamma=\frac1\pi\int du\,e^{iu\eta}\,G\bar\Sigma G,\qquad w=\frac1\pi\int du\,e^{iu\eta}\,z\,G\bar\Sigma G.\tag{7}$$
The remaining term is $-\delta\mu\,{\rm Tr}[\gamma S]$. It vanishes: by equation (1), $\chi_0$ does not change when $\mu$ moves within the gap, and neither does $D$. The energy therefore has no derivative with respect to $\mu$, which means
$${\rm Tr}[\gamma S]=0.\tag{8}$$
The result is
$$\boxed{\frac{dE}{dR}=\int n\,\dot v_{\rm ion}+\dot E_{\rm II}+A+{\rm Tr}[\gamma\dot H]-{\rm Tr}[w\dot S]}\tag{9}$$
and the force is $-dE/dR$.

The two traces are the part of the derivative that passes through the Kohn-Sham eigenproblem. They would be the whole derivative if $H$ and $S$ were the sole carriers of the $R$ dependence. In PAW the density matrix $P$ and the pair densities $q_{ia}$ also contain $Y$, and this produces the mean-field and correlation parts of $A$. The ionic potential appears both in the first term and inside $\dot H$ without double counting. The first term is the explicit change of the energy at fixed orbitals; the second describes how the orbitals follow.

**What $\dot H$ contains.** The Kohn-Sham potential depends on the density, so $\dot H$ is a total derivative. Let $f=\delta v_{\rm Hxc}/\delta n$. Then
$$\dot H=\dot Y^ThY+Y^Th\dot Y+Y^T(\dot v_{\rm ion}+f\dot n)Y.\tag{10}$$
Let $b$ be the density change when $f\dot n$ is left out of $\dot H$. It includes the direct motion of $Y$ and the orbital changes caused by $\dot S$ and by the rest of $\dot H$. The potential $f\dot n$ produces a further density $\chi_0(0)f\dot n$, where $\chi_0(0)$ is the static limit of equation (1). Consequently
$$\dot n=b+\chi_0(0)f\,\dot n,\qquad \dot n=[1-\chi_0(0)f]^{-1}b.\tag{11}$$
This step requires $1-\chi_0(0)f$ to be invertible. It fails where the Kohn-Sham solution itself is at the edge of an instability.

One linear solution can serve all nuclear coordinates. Let $n_\gamma(1)=(Y\gamma Y^T)(1,1)$. The response part of the first trace is $\int n_\gamma f\dot n$. By equation (11), and because $f$ and $\chi_0(0)$ are symmetric, it equals $\int\lambda\,b$ with
$$\lambda=[1-f\chi_0(0)]^{-1}f\,n_\gamma.$$
The function $\lambda$ does not refer to any particular displacement.

**Meaning of $\gamma$.** Add a weak external potential $\varphi$ with the ions fixed. The potential acting on the Kohn-Sham orbitals is $\varphi_t=\varphi+f\chi_0(0)\varphi_t$, and the energy changes by $\int n\varphi+\int n_\gamma\varphi_t$. Solving for $\varphi_t$ and transposing the inverse shows that the density belonging to the RPA energy is
$$n_{\rm RPA}=n+m,\qquad m=n_\gamma+\chi_0(0)f\,m.$$
Thus $\gamma$ is the source of a density correction. It carries no net charge: $\int n_\gamma={\rm Tr}[\gamma S]=0$, and $\chi_0(0)$ creates none because occupied and empty orbitals are orthogonal. If $\gamma$ is called an effective density matrix, the name should be read in this sense. The matrix $\gamma$ is a correction with zero trace against $S$, and the ordinary density matrix $D$ supplies the explicit terms.

## Second derivation: differentiating modes and orbitals

The following symbols and results carry over. The orbitals are $\psi_p=Yc_p$, with $C^TSC=1$ and $C^THC=\varepsilon$; $Y$ is the PAW image of a fixed real basis. Occupied orbitals are $i,j$, empty ones $a,b$, with $\Delta_{ia}=\varepsilon_a-\varepsilon_i$ and $q_{ia}=\psi_i\psi_a$. An overdot is $d/dR$, $z=\mu+iu$, and $F$ is the Fock operator. The first derivation gave $dE/dR$ as explicit ionic terms, an augmentation term $A$, and ${\rm Tr}[\gamma\dot H]-{\rm Tr}[w\dot S]$, where $\gamma$ and $w$ are integrals of $G\bar\Sigma G$ and $zG\bar\Sigma G$. The same result will now be obtained from orbital derivatives, without a Green's function.

**Correlation energy from modes.** Number the occupied-empty pairs by $\tau=(ia)$. Let $\Delta$ be the diagonal matrix of gaps, $Q$ the matrix whose columns are the $q_\tau$, and $K=Q^TvQ$. Define
$$M=\Delta^2+4\Delta^{1/2}K\Delta^{1/2},\qquad M=Z\,\Omega^2Z^T,\tag{12}$$
with $Z$ orthogonal. Since $v$ is repulsive in the sense that $K$ has no negative eigenvalue, and all gaps are positive, $M$ is positive and the mode energies $\Omega_s$ are real.

The response function is $\chi_0=-Q\,4\Delta(\Delta^2+\nu^2)^{-1}Q^T$. Moving the determinant from positions to pairs gives
$$\det(1-\chi_0v)=\det\big[1+(\Delta^2+\nu^2)^{-1}4\Delta^{1/2}K\Delta^{1/2}\big]=\frac{\det(M+\nu^2)}{\det(\Delta^2+\nu^2)}.$$
Two integrals are needed:
$$\int_{-\infty}^{\infty}\!d\nu\,\ln\frac{\Omega^2+\nu^2}{\Delta^2+\nu^2}=2\pi(\Omega-\Delta),\qquad\int_{-\infty}^{\infty}\!d\nu\,\frac{4\Delta}{\Delta^2+\nu^2}=4\pi.$$
The first holds because both sides vanish at $\Omega=\Delta$ and both have derivative $2\pi$ with respect to $\Omega$. Dividing by $4\pi$ in the definition of $E_c$ yields the plasmon formula
$$E_c=\tfrac12{\rm Tr}\big[M^{1/2}-\Delta-2K\big].\tag{13}$$
It is the change in zero-point energy of coupled oscillators, with the part of first order in $K$ removed.

**Derivative with respect to gaps and interactions.** Cyclic order gives $\delta{\rm Tr}M^{1/2}=\frac12{\rm Tr}[M^{-1/2}\delta M]$. For a change of $K$ at fixed gaps,
$$\delta E_c={\rm Tr}[\kappa\,\delta K],\qquad\kappa=\Delta^{1/2}M^{-1/2}\Delta^{1/2}-1.\tag{14}$$

For a change of one gap $\Delta_\tau$ at fixed $K$, the term $\Delta^2$ in $M$ contributes $\frac12\Delta_\tau(M^{-1/2})_{\tau\tau}$ to $\partial E_c/\partial\Delta_\tau$. The two factors $\Delta^{1/2}$ together contribute
$$\frac1{4\Delta_\tau}\big(4\Delta^{1/2}K\Delta^{1/2}M^{-1/2}\big)_{\tau\tau}=\frac1{4\Delta_\tau}\big(M^{1/2}-\Delta^2M^{-1/2}\big)_{\tau\tau}.$$
Adding these and the $-\frac12$ from the term $-\frac12{\rm Tr}\Delta$,
$$d_\tau\equiv\frac{\partial E_c}{\partial\Delta_\tau}=\frac14\sum_sZ_{\tau s}^2\left[\frac{\Delta_\tau}{\Omega_s}+\frac{\Omega_s}{\Delta_\tau}-2\right]=\sum_sZ_{\tau s}^2\frac{(\Omega_s-\Delta_\tau)^2}{4\Omega_s\Delta_\tau}\ge0.\tag{15}$$
Widening a gap at fixed interactions cannot make $E_c$ more negative. The derivatives with respect to orbital energies are
$$e_a=\sum_id_{ia},\qquad e_i=-\sum_ad_{ia},\qquad\sum_pe_p=0.$$
These will be the diagonal elements of the correlation part of $\gamma$ in the orbital basis. They move weight from occupied to empty orbitals and sum to zero, which is the statement ${\rm Tr}[\gamma_cS]=0$ in explicit form.

**Derivative with respect to orbitals.** Because $K_{\tau\tau'}=\int q_\tau vq_{\tau'}$ and $\kappa$ is symmetric, equation (14) gives
$${\rm Tr}[\kappa\,\delta K]=2\sum_{ia}\int U_{ia}\,\delta q_{ia},\qquad U_{ia}=\sum_{jb}\kappa_{ia,jb}\,v\,q_{jb}.$$
With $\delta q_{ia}=\delta\psi_i\,\psi_a+\psi_i\,\delta\psi_a$, this becomes $\sum_p\int\xi_p\,\delta\psi_p$, where
$$\xi_i=2\sum_a\psi_aU_{ia},\qquad\xi_a=2\sum_i\psi_iU_{ia}.$$
The mean-field energy has the same structure. From ${\rm Tr}[F\delta P]$ with $P=2\sum_i\psi_i\psi_i^T$, one must add $4F\psi_i$ to $\xi_i$ and nothing to $\xi_a$. It adds nothing to $e_p$. From here on $\xi_p$ denotes the sum of both parts.

**How the orbitals move.** Write $\delta\psi_p=\delta Y\,c_p+Y\,\delta c_p$ and $\delta C=CX$. Let $\mathsf h=C^T\delta H\,C$ and $\mathsf s=C^T\delta S\,C$. The varied eigenvalue and normalization conditions are
$$X^T\varepsilon+\varepsilon X+\mathsf h=\delta\varepsilon,\qquad X^T+X+\mathsf s=0.$$
Eliminating $X^T$ gives $(\varepsilon_q-\varepsilon_p)X_{qp}=\delta\varepsilon_p\delta_{qp}+\varepsilon_p\mathsf s_{qp}-\mathsf h_{qp}$. Hence
$$\delta\varepsilon_p=\mathsf h_{pp}-\varepsilon_p\mathsf s_{pp},\qquad X_{pp}=-\tfrac12\mathsf s_{pp},\qquad X_{qp}=\frac{\mathsf h_{qp}-\varepsilon_p\mathsf s_{qp}}{\varepsilon_p-\varepsilon_q}\ (q\ne p).\tag{16}$$
Let $B_{qp}=\int\psi_q\xi_p$. The energy change beyond the explicit ionic terms is
$$\sum_p\int\xi_p\,\delta Y\,c_p+\sum_pe_p\,\delta\varepsilon_p+\sum_{pq}B_{qp}X_{qp}.$$
The first sum, divided by $\delta R$, is $A$. In the rest, $\mathsf h_{qp}=\mathsf h_{pq}$ and $\mathsf s_{qp}=\mathsf s_{pq}$, so the terms $(q,p)$ and $(p,q)$ can be combined. The result is ${\rm Tr}[\Gamma\mathsf h]-{\rm Tr}[\mathcal W\mathsf s]$ with
$$\Gamma_{pp}=e_p,\qquad\Gamma_{pq}=\frac{B_{qp}-B_{pq}}{2(\varepsilon_p-\varepsilon_q)},$$
$$\mathcal W_{pp}=e_p\varepsilon_p+\tfrac12B_{pp},\qquad\mathcal W_{pq}=\frac{\varepsilon_pB_{qp}-\varepsilon_qB_{pq}}{2(\varepsilon_p-\varepsilon_q)}.\tag{17}$$
Setting $\gamma=C\Gamma C^T$ and $w=C\mathcal WC^T$ turns the traces into ${\rm Tr}[\gamma\,\delta H]-{\rm Tr}[w\,\delta S]$. This is the force formula again.

**Agreement of the matrices.** In the first derivation, varying $\psi_p$ at fixed energies changes $g$ by $(\delta\psi_p\psi_p^T+\psi_p\delta\psi_p^T)/(z-\varepsilon_p)$. Comparing coefficients of $\delta\psi_p$,
$$B_{qp}=\frac2\pi\int du\,e^{iu\eta}\frac{\Sigma_{qp}(u)}{z-\varepsilon_p}.$$
The identities
$$\frac1{z-\varepsilon_p}-\frac1{z-\varepsilon_q}=\frac{\varepsilon_p-\varepsilon_q}{(z-\varepsilon_p)(z-\varepsilon_q)},\qquad\frac{\varepsilon_p}{z-\varepsilon_p}-\frac{\varepsilon_q}{z-\varepsilon_q}=\frac{z(\varepsilon_p-\varepsilon_q)}{(z-\varepsilon_p)(z-\varepsilon_q)}$$
then turn the off-diagonal elements in (17) into those of $G\bar\Sigma G$ and $zG\bar\Sigma G$. On the diagonal, varying $\varepsilon_p$ gives $e_p=\frac1\pi\int du\,e^{iu\eta}\Sigma_{pp}/(z-\varepsilon_p)^2$, and $\varepsilon_p/(z-\varepsilon_p)^2+1/(z-\varepsilon_p)=z/(z-\varepsilon_p)^2$ completes the match.

**Mean-field part and Kohn-Sham limit.** For the Fock part, $B_{qi}=4F_{qi}$ and $B_{qa}=0$. Equation (17) gives
$$\Gamma_{ia}=\frac{2F_{ia}}{\varepsilon_i-\varepsilon_a},\qquad\mathcal W_{ia}=\frac{2\varepsilon_iF_{ia}}{\varepsilon_i-\varepsilon_a},\qquad\mathcal W_{ij}=2F_{ij},$$
while $\Gamma_{ij}$ and all empty-empty elements vanish. If the Kohn-Sham energy is differentiated instead, $F$ is replaced by $h$, whose matrix is diagonal. Then $\gamma=0$ and $w=2\sum_i\varepsilon_ic_ic_i^T$, the usual energy-weighted density matrix. The density response drops out because the Kohn-Sham energy is stationary.

**The example.** Ions of charge 3 and 1 stand at 5.2 and 6.8 Å in a 12 Å box with hard walls. All Coulomb interactions are softened to $e^2/(4\pi\varepsilon_0\sqrt{d^2+a^2})$ with $a=0.5$ Å, and the local exchange potential is $-6\ \text{eV Å}$ times the density. There are 20 sine functions and one PAW channel per ion, with prescribed partial-wave shapes and radius 0.75 Å. Pair densities are kept on the full grid. The derivative moves the ion of charge 1, with the other ion and the walls fixed.

The gap is 2.42 eV. The upper occupied level lies at $+0.03$ eV, slightly above the potential zero of distant charges. Both the basis and the walls affect this level. With 40 or more sine functions in the same box it lies at $-0.015$ eV and the gap is 2.47 eV. At the original number of functions per length it falls to $-0.14$ eV in an 18 Å box and $-0.18$ eV in a 24 Å box, while the gap shrinks to 1.26 and 0.77 eV. The case examines the formula and is not a model of a free molecule.

In eV/Å, the ionic, augmentation, $\gamma$ and $w$ contributions are
$$\dot E_{\rm HF}=0.289+1.472+0.764-0.931=1.593,$$
$$\dot E_c=-0.092-1.211-0.144=-1.447,$$
where the first sum is taken before rounding. Their total is 0.146 eV/Å, so the force is $-0.146$ eV/Å, or $-0.234$ nN. The mean-field energy pulls the ion inward and correlation pushes it outward, leaving a small difference.

The density response contributes 0.639 eV/Å to ${\rm Tr}[\gamma\dot H]$, more than four times the magnitude of the final derivative; 0.338 eV/Å of it passes through the diagonal elements $e_p$, that is, through the orbital energies. Removing it gives a force of $-(0.146-0.639)=+0.493$ eV/Å, which accounts for the reversed sign. Dropping the correlation part of $A$ gives $-0.238$ eV/Å, an error of about 63% relative to the magnitude of the full force. These proportions belong to this model and its basis of 20 functions, and they reflect a strong cancellation. The force is not converged with respect to the basis: it is $+0.129$ eV/Å with 25 sine functions, $+0.050$ with 30, and $+0.023$ from 40 on, so its sign changes. It also depends on the box: at the original number of functions per length it is $-0.217$ eV/Å in an 18 Å box and $-0.261$ eV/Å in a 24 Å box. The formula gives the derivative of the energy computed in the chosen basis; whether that basis is large enough is a separate question.

Central differences of fully self-consistent energies, with $E_c$ from equation (13), reproduce the total derivative to about $2\times10^{-11}$ eV/Å. Separate tests apply random changes to $H$ and $S$ at fixed $Y$ and confirm the correlation parts of $\gamma$ and $w$; the values are in the numerical output.

**What each derivation assumes.** Both need a gap, fixed occupations and a self-consistent $\dot H$. Partial occupations would add their own derivatives. The basis is fixed here, but this is not essential: basis functions that move with the ions add terms to $\dot Y$ and leave the form of the result unchanged. Both also differentiate the energy as it is written here, with complete all-electron pair densities. If a PAW calculation approximates these densities near the nuclei, $A$, $\gamma$ and $w$ must all be derived from the approximate expression, because the pair densities enter each of them; otherwise the result is not the derivative of the computed energy.

The Green's function route further assumes that $\mu$ can be placed in the gap and that the frequency integrals converge, with a convergence factor for the static part. It does not divide by differences of orbital energies, so degeneracies among occupied or among empty orbitals need no special care. Up to equation (4) it uses the RPA through $\Sigma_c$ alone; another correlation energy that is a differentiable functional of $g$, and does not change when $\mu$ moves within the gap, would lead to the same two traces with its own self-energy.

The mode route needs no $\mu$, no contour and no frequency grid. It assumes a discrete set of pairs and differentiable orbitals, and at a degeneracy equation (17) must be read as a limit. It also relies on the specific form of $M$, and so on direct RPA. In return it shows the sign of the diagonal elements of $\gamma_c$ in the orbital basis. Its matrix $M$ has one row per occupied-empty pair, $2\times18=36$ here, and this number grows as the product of the numbers of occupied and empty orbitals.

## Table of computed values

```
hbar^2/2m = 3.809982 eV A^2
e^2/(4 pi eps0) = 14.399645 eV A
box 12.0 A, grid step 0.1 A, basis functions 20
ion charges 3 and 1, electrons 4
ion positions 5.2 A and 6.8 A, distance 1.6 A
softening 0.5 A, augmentation radius 0.75 A
partial-wave decay constants 3.0 and 2.0 1/A
local exchange strength 6.0 eV A
overlap eigenvalues from 1.0000 to 1.5232
lowest Kohn-Sham levels (eV): [-19.055    0.0342   2.459    3.3909]
gap = 2.4248 eV, mu = 1.2466 eV
RPA mode energies from 3.6674 to 122.2854 eV
Hartree-Fock energy of KS orbitals = -138.826256 eV
RPA correlation energy, plasmon formula = -2.641339 eV
RPA correlation energy, frequency integral = -2.641339 eV
total RPA energy = -141.467595 eV
derivatives with respect to R of ion 2 (eV/A):
  explicit ionic terms = 0.288783
  augmentation, mean field = 1.471789
  augmentation, correlation = -0.092309
  Tr[gamma dH], mean field = 0.764073
  Tr[gamma dH], correlation = -1.211309
  -Tr[w dS], mean field = -0.931468
  -Tr[w dS], correlation = -0.143637
  dE_HF/dR: formula 1.593177, differences 1.593177
  dE_c/dR: formula -1.447254, differences -1.447254
  dE/dR: formula 0.145922, differences 0.145922
  Kohn-Sham limit: formula 0.697573, differences 0.697573
  part of Tr[gamma dH] from density response = 0.639225
RPA force on ion 2 = -0.145922 eV/A = -0.233793 nN
force without density response = 0.493302 eV/A
force without correlation augmentation = -0.238231 eV/A
|formula - differences|, total = 2.1e-11 eV/A
largest error of dH/dR = 1.8e-08 eV/A
largest error of dS/dR = 2.4e-10 1/A
random change of H: trace -0.835318, differences -0.835318 eV
random change of S: trace -0.076061, differences -0.076061 eV
trace of correlation gamma with S = -1.2e-15
self-energy at u = 4.0 eV, largest error = 3.6e-14 eV
finite-difference step = 0.002 A
```
